\section*{Switching voltage of a complementary oxide inverter from saturated square-law currents, part 2}

An inverter has an n-channel thin-film transistor from output to ground and a p-channel one from output to the supply $V_{DD}$. Both gates are at $V_{\mathrm{in}}$, and node voltages are measured from ground. The problem is to find the switching voltage $V_M$, the static input at which $V_{\mathrm{out}}=V_{\mathrm{in}}$ (the crossing), and to see how it responds to parameters and to effects outside the ideal model.

The thresholds $V_{Tn}$ and $V_{Tp}$ are signed gate-to-source voltages; a p-channel device with $V_{Tp}>0$ is normally on. Each device has $\beta=\mu C_iW/L$, with mobility $\mu$, insulator capacitance per unit area $C_i$, channel width $W$ and length $L$. Further, $r=\sqrt{\beta_p/\beta_n}$ and $S=V_{DD}+V_{Tp}-V_{Tn}>0$. The overdrives are $a=V_{\mathrm{in}}-V_{Tn}$ and $b=V_{DD}+V_{Tp}-V_{\mathrm{in}}$, with $a+b=S$.

In the gradual-channel approximation the local mobile charge is proportional to the overdrive minus $u$, the channel potential relative to the source. With constant mobility, a saturated device carries $\beta/2$ times its squared overdrive. Equal saturated currents mean $a=rb$ and give
\begin{equation}
V_M=\frac{V_{Tn}+r(V_{DD}+V_{Tp})}{1+r}.
\label{eq:VM2}
\end{equation}
This is the crossing if $V_{Tn}\ge0$ and $V_{Tp}\le0$, assumed below unless stated otherwise. Since the saturated currents do not depend on $V_{\mathrm{out}}$, the ideal transfer curve has a vertical segment at $V_M$ if $V_{Tn}>V_{Tp}$. The common current there, $I_M$, is the peak static supply current.

The numerical case has $V_{DD}=10$ V, $V_{Tn}=1$ V, $V_{Tp}=-2$ V, $\mu_n=10$ and $\mu_p=1$ cm$^2$/Vs, $W_n=50$ $\mu$m, $W_p=100$ $\mu$m, $L=20$ $\mu$m for both, and a 100 nm insulator. Hence $\beta_n=1.992$ $\mu$A/V$^2$, $\beta_p=0.398$ $\mu$A/V$^2$, $r=0.4472$, $S=7$ V, $V_M=3.16$ V and $I_M=4.66$ $\mu$A.

\subsection{Sensitivity to parameters}

At fixed $r$, \eqref{eq:VM2} is linear in the voltages:
\begin{equation}
\frac{\partial V_M}{\partial V_{Tn}}=\frac{1}{1+r},\qquad
\frac{\partial V_M}{\partial V_{Tp}}=\frac{\partial V_M}{\partial V_{DD}}=\frac{r}{1+r}.
\label{eq:sensV}
\end{equation}
The two threshold sensitivities add to one, so a common shift of both signed thresholds moves $V_M$ by the same amount. For the dependence on device strength, differentiate with respect to $r$:
\begin{equation}
\frac{\partial V_M}{\partial r}
=\frac{(1+r)(V_{DD}+V_{Tp})-V_{Tn}-r(V_{DD}+V_{Tp})}{(1+r)^2}
=\frac{S}{(1+r)^2}.
\end{equation}
Since $\ln r=\tfrac12\ln(\beta_p/\beta_n)$, a change in the logarithm of the ratio changes $r$ by $r/2$ times that amount. Hence
\begin{equation}
\frac{\partial V_M}{\partial\ln(\beta_p/\beta_n)}=\frac{rS}{2(1+r)^2}\le\frac{S}{8}.
\label{eq:sensB}
\end{equation}
The bound follows from $(1-r)^2\ge0$, which is the same as $4r\le(1+r)^2$; it is reached at $r=1$.

In the numerical case the sensitivities are 0.691 for $V_{Tn}$, 0.309 for $V_{Tp}$ and for the supply, and 0.747 V for the logarithm of the ratio. Finite differences of the numerically found crossing agreed with all four to within $10^{-5}$ in the same units. A change of 1 per cent in one mobility moves $V_M$ by about 7 mV. A threshold drift of 0.5 V, assumed here as a rough size for prolonged bias, moves it by 0.35 V if it occurs in the n-channel device and by 0.15 V if it occurs in the p-channel device. For equal drifts, the threshold of the stronger device moves the switching point more.

\subsection{Choosing the widths}

To place the switching point at a target $V_M$, solve $a=rb$ for $r$ and square:
\begin{equation}
\frac{\beta_p}{\beta_n}=\left(\frac{V_M-V_{Tn}}{V_{DD}+V_{Tp}-V_M}\right)^2,
\qquad V_{Tn}<V_M<V_{DD}+V_{Tp}.
\label{eq:design}
\end{equation}
The inequality must be checked first, because the square hides a negative overdrive. With the same insulator for both devices and equal channel lengths, $W_p=W_n(\mu_n/\mu_p)(\beta_p/\beta_n)$.

For $V_M=V_{DD}/2=5$ V the required ratio is $(4/3)^2=1.778$, and
\begin{equation}
W_p=50\times10\times1.778\ \mu\text{m}=889\ \mu\text{m}.
\end{equation}
Matching the two parameters, $\beta_p=\beta_n$, would need 500 $\mu$m and would give $V_M=(10+1-2)/2=4.5$ V. The remaining half volt, which comes from the unequal threshold magnitudes, costs another 389 $\mu$m. With the n-channel device unchanged, its overdrive at the switching point rises to 4 V and the peak current to $1.992\times4^2/2=15.9$ $\mu$A, more than three times the earlier value. With the n-channel device kept, a centred switching point is thus paid for in area and current. The same ratio can be reached by narrowing the n-channel device instead. With $W_p=100$ $\mu$m this requires $W_n=100/(10\times1.778)\ \mu\text{m}=5.6$ $\mu$m, and the peak current is $0.398\times3^2/2=1.79$ $\mu$A; the price is a weaker pull-down. A p-channel threshold closer to zero reduces the $W_p$ needed for a given $V_M$, but with the n-channel device unchanged it leaves the peak current as it is, because $a$ stays the same.

\subsection{Finite output conductance}

The vertical segment is a product of perfectly flat saturation. A simple first correction multiplies each saturated current by $1+\lambda V_{DS}$, where $V_{DS}$ is the magnitude of the drain-to-source voltage. The balance becomes
\begin{equation}
\beta_na^2(1+\lambda_nV_{\mathrm{out}})
=\beta_pb^2\left[1+\lambda_p(V_{DD}-V_{\mathrm{out}})\right].
\label{eq:lam}
\end{equation}
Take the logarithm of both sides and differentiate, noting that $da=dV_{\mathrm{in}}$ and $db=-dV_{\mathrm{in}}$:
\begin{equation}
\frac{2\,dV_{\mathrm{in}}}{a}+\frac{\lambda_n\,dV_{\mathrm{out}}}{1+\lambda_nV_{\mathrm{out}}}
=-\frac{2\,dV_{\mathrm{in}}}{b}-\frac{\lambda_p\,dV_{\mathrm{out}}}{1+\lambda_p(V_{DD}-V_{\mathrm{out}})}.
\end{equation}
Collecting terms gives the magnitude of the slope, valid while both devices are saturated,
\begin{equation}
\left|\frac{dV_{\mathrm{out}}}{dV_{\mathrm{in}}}\right|
=\frac{2/a+2/b}{\dfrac{\lambda_n}{1+\lambda_nV_{\mathrm{out}}}
+\dfrac{\lambda_p}{1+\lambda_p(V_{DD}-V_{\mathrm{out}})}}.
\label{eq:gain}
\end{equation}
It diverges when both $\lambda$ vanish, which restores the vertical segment.

With rough assumed values $\lambda_n=0.02$ V$^{-1}$ and $\lambda_p=0.05$ V$^{-1}$, the crossing $V_{\mathrm{out}}=V_{\mathrm{in}}$ moves up by 0.17 V to 3.33 V. The cause can be read from \eqref{eq:lam}: the p-channel device has 6.67 V across it and gains a factor 1.333, the n-channel device has 3.33 V and gains 1.067. The effective ratio of parameters grows by $1.333/1.067=1.25$. At this point $a=2.33$ V and $b=4.67$ V, and
\begin{equation}
\left|\frac{dV_{\mathrm{out}}}{dV_{\mathrm{in}}}\right|
=\frac{0.857+0.429}{0.01875+0.0375}=22.9 .
\end{equation}
A numerical slope of the solution of \eqref{eq:lam}, taken over $\pm10^{-4}$ V, agreed with \eqref{eq:gain} to within one part in $10^4$.

\subsection{Mobility that depends on carrier density}

In amorphous oxides the electron mobility generally grows with carrier density, because more of the induced electrons occupy states in which they move easily. A simple model lets the local mobility vary as the power $\gamma$ of the local charge. With $\mu_n$ the value at a reference overdrive $V_{\mathrm{ref}}$, the saturated current is
\begin{equation}
I_n=\beta_n\int_0^a(a-u)\left(\frac{a-u}{V_{\mathrm{ref}}}\right)^{\gamma}du
=\frac{\beta_n\,a^{2+\gamma}}{(2+\gamma)V_{\mathrm{ref}}^{\gamma}}.
\label{eq:gamma}
\end{equation}
Relative to the square law this is a factor $[2/(2+\gamma)](a/V_{\mathrm{ref}})^\gamma$. Let $\gamma=0.3$, a rough assumed value, and let the quoted 10 cm$^2$/Vs apply at full gate drive, $V_{\mathrm{ref}}=V_{DD}-V_{Tn}=9$ V. The n-channel device is then weaker at the switching point than its quoted mobility suggests, and the crossing moves up by 0.40 V. Together with the output conductance above, the shift is 0.55 V, slightly less than the sum of the separate shifts. These figures take the quoted value as the local mobility at the charge of full gate drive. If it was instead extracted from the transconductance at small drain voltage, the local mobility is smaller by the factor $1+\gamma=1.3$, and the shift from the mobility alone is 0.60 V. All these figures take $V_{Tn}=1$ V as the onset of the power law. A threshold read as the intercept of a tangent at full gate drive lies above that onset when $\gamma>0$. If the 1 V and the 10 cm$^2$/Vs both come from a tangent at a gate voltage of 10 V, the onset is at $-1.7$ V for a linear extrapolation at small drain voltage and at $-0.35$ V for an extrapolation of $\sqrt{I}$ in saturation. The n-channel device is then stronger at the crossing than the square law says, and the shift is $-0.89$ V or $-0.33$ V. The sign of this correction thus depends on how the threshold was defined. The hole mobility has been held constant; the same exponent 0.3 for the holes, referred to their full overdrive of 8 V, lowers the 0.40 V to 0.18 V.

Much of this error lies in the choice of $\beta$, and it can be removed. For any current law, define at the crossing
\begin{equation}
\tilde\beta_n=\frac{2I_n}{a^2},\qquad \tilde\beta_p=\frac{2I_p}{b^2}.
\label{eq:secant}
\end{equation}
Equality of the currents is then $\tilde\beta_na^2=\tilde\beta_pb^2$, and \eqref{eq:VM2} follows with $r=\sqrt{\tilde\beta_p/\tilde\beta_n}$, whatever the law, as long as $a$ and $b$ are positive. In practice, $\beta$ should be taken from currents measured near the overdrives and drain voltages of the switching point, not at full gate drive. If complete current models are at hand, it is simpler to search for the zero of $I_n-I_p$ on the line $V_{\mathrm{out}}=V_{\mathrm{in}}$ between 0 and $V_{DD}$, with \eqref{eq:VM2} as the starting value. With conduction below threshold the zero can lie outside the range from $V_{Tn}$ to $V_{DD}+V_{Tp}$.

\subsection{Smaller corrections}

\textit{Contact resistance.} A resistance $R$ at the p-channel source lowers that device's overdrive by $I_MR$, which acts like a more negative $V_{Tp}$. A rough 100 $\Omega\,$cm over a width of 100 $\mu$m is 10 k$\Omega$. The drop is $4.66\ \mu\text{A}\times10\ \text{k}\Omega=0.047$ V, and \eqref{eq:sensV} predicts a shift of $-0.309\times0.047=-0.014$ V, as the full solution gives. The effect is small only for a contact this good: the full solution gives $-0.13$ V at 1 k$\Omega\,$cm and $-0.45$ V at 5 k$\Omega\,$cm.

\textit{Off-current.} Let the p-channel device leak one thousandth of its on-current $\beta_p(V_{DD}+V_{Tp})^2/2$; the leakage is then about 13 nA. As a parallel current it moves the crossing by 2 mV. Its weight lies elsewhere: with the output low it draws 0.13 $\mu$W from the supply in every inverter, where the ideal model draws nothing.

\textit{Gradual turn-on.} Real devices conduct below threshold. This can be modelled by replacing each overdrive $V_{ov}$ with $V_s\ln[1+\exp(V_{ov}/V_s)]$, where $V_s=2S_w/\ln10$ and $S_w$ is the gate voltage per decade of current below threshold. With $S_w=0.3$ V for the n-channel and 1.0 V for the p-channel device, both rough assumptions, the shift is 1 mV. It is small because both overdrives are several times $V_s$; it grows at a low supply voltage or with a less steep turn-on of the p-channel device. Conduction below threshold in the n-channel device shifts the crossing the other way. At 3 V per decade in the p-channel device, with the 10 V supply, it is already about 0.1 V.

\textit{Temperature.} If the hole mobility is thermally activated with a rough 0.05 eV, it rises by a factor 1.32 between 300 and 350 K. With the electron mobility and both thresholds held fixed, $V_M$ rises by 0.21 V. The linear estimate from \eqref{eq:sensB} is $0.747\times\ln1.32=0.21$ V.

\textit{Fields.} The largest insulator field is 10 V over 100 nm, or 1 MV/cm, against an assumed breakdown field of roughly 5 MV/cm. The channel is 200 times longer than the insulator is thick, which supports the gradual-channel approximation.

\subsection{Comparison with real oxide inverters}

The parameters lie in the rough regime of an amorphous indium-gallium-zinc oxide n-channel device combined with a tin monoxide p-channel device. Mobilities near 10 and 1 cm$^2$/Vs are of the usual size for these two materials. The assumed $V_{Tp}=-2$ V is on the favourable side, since tin monoxide transistors are often normally on and hard to turn off. Changing $V_{Tp}$ alone to $+2$ V raises the formula's value from 3.16 to 4.40 V and the actual crossing of the model to 4.32 V; it also removes the vertical segment and leaves a static current in the low state. For the normally-off case, with $V_{Tn}$ taken as the onset of the power law, a constant hole mobility and the 100 $\Omega\,$cm contact, the density-dependent electron mobility is the largest correction, with 0.40 V, or 13 per cent of $V_M$. Together with the output conductance it shifts the crossing by 0.55 V. A drift of $+0.5$ V in $V_{Tn}$ raises the total to 0.86 V, and the change of hole mobility at 350 K raises it further to 1.05 V. If the quoted electron mobility was extracted from the transconductance, these three totals become 0.75, 1.04 and 1.24 V. With parameters taken at full gate drive, \eqref{eq:VM2} is therefore a first estimate in this regime. For the combinations listed here, in which all shifts have the same sign, it is too low by about 0.5 to 1.2 V. This is not a general error band. A hole mobility with the same density dependence lowers the 0.55 V to 0.33 V, a poor p-channel contact also shifts the crossing down, and a $V_{Tn}$ obtained by tangent extrapolation reverses the sign of the mobility correction. A negative drift of $V_{Tn}$ would partly cancel the other shifts, and a positive drift of $V_{Tp}$ would add to them.

\section*{Numbers as computed}
\begin{verbatim}
supply 10.0 V; thresholds n 1.0 V, p -2.0 V
mobility n 10.0, p 1.0 cm2/Vs
width n 50, p 100 um; length 20 um
insulator 100 nm, relative permittivity 9.0
capacitance 79.69 nF/cm2
beta n 1.9922, beta p 0.3984 uA/V2
beta ratio p/n 0.2000; root r 0.4472
switching voltage, formula 3.1631 V
switching voltage, numerical 3.1631 V
largest formula error, all trials 2.3e-13 V
rejected root -4.6631 V
overdrive n 2.1631 V, p 4.8369 V
vertical segment: output 2.1631 to 5.1631 V
segment height 3.0000 V
peak supply current 4.6608 uA
power at peak 46.61 uW
sensitivity to n threshold 0.6910 V/V
sensitivity to p threshold or supply 0.3090 V/V
sensitivity to ln(beta ratio) 0.7473 V
beta ratio for half supply 1.7778
p width for half supply 888.9 um
p threshold +0.5 V: formula 3.9357 V
  numerical crossing 3.9298 V
p threshold +2.0 V: formula 4.3992 V
  numerical crossing 4.3173 V
  largest gain magnitude on grid 22.7
assumed lambda n 0.02, p 0.05 1/V
  shift +0.1702 V; gain magnitude 22.86
assumed electron mobility exponent 0.3
  mobility reference overdrive 9.0 V
  shift +0.4034 V; with lambda +0.5549 V
assumed p source contact 100 ohm cm
  resistance 10.0 kohm; shift -0.0142 V
assumed p on/off ratio 1000
  off-current 12.75 nA; shift +0.0020 V
  static power, output low 0.1275 uW
assumed swing n 0.3, p 1.0 V/decade
  shift +0.00098 V
assumed threshold drift 0.5 V
  shift if n 0.3455 V, if p 0.1545 V
assumed hole activation energy 0.05 eV
  300 to 350 K: mobility factor 1.3182
  shift +0.2117 V
largest insulator field 1.00 MV/cm
assumed rough breakdown field 5.0 MV/cm
length/insulator thickness 200
\end{verbatim}
